# Why Au(111) Rashba splitting far exceeds the free-electron Thomas estimate

**Question.** The surface state of Au(111) is split by spin-orbit coupling by roughly 0.1 eV at its Fermi wave number. A free electron moving through the potential gradient of a metal surface should be split by only a few millionths of an electronvolt. What does the free-electron estimate leave out, and how do the atomic spin-orbit strength and the surface combine to give the larger value?

**Answer.**

### What the free-electron estimate contains

To order \(1/c^2\), an electron with potential energy \(V\) has the spin-orbit term

\[
H_{\rm so}=\frac{\hbar}{4m^2c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\]

The factor 4, rather than 2, includes the Thomas precession. For a plane wave \(\mathbf p=\hbar\mathbf k\), so

\[
H_{\rm so}=\lambda\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf k),\qquad
\lambda=\frac{\hbar^2}{4m^2c^2}=\left(\frac{\hbar}{2mc}\right)^2 .
\]

Let \(\hat z\) be the surface normal, \(\mathbf k=(k_x,k_y,0)\), and let the surface supply a smooth gradient \(\nabla V=F\hat z\). Since \(\hat z\times\mathbf k=(-k_y,k_x,0)\),

\[
H_{\rm so}=-\lambda F\,(k_y\sigma_x-k_x\sigma_y).
\]

I define the Rashba coefficient \(\alpha\) by \(H=\alpha(k_y\sigma_x-k_x\sigma_y)\). The bracket squares to \(k^2\), so the levels are \(\pm|\alpha|k\) and the splitting is \(2|\alpha|k\). For a uniform gradient the free-electron value is \(\alpha_{\rm free}=-\lambda F\). This is a scale rather than a prediction: for a state \(\psi(z)e^{i\mathbf k\cdot\mathbf r}\) bound in a potential \(V(z)\), \(F\) is replaced by \(\langle V'\rangle\), and the average force on a bound state vanishes.

As rough values for Au(111), take \(F=20\) eV/nm (a rise of 5 eV over 0.25 nm) and \(k=1.7\) nm⁻¹. With \(\lambda=3.73\times10^{-8}\) nm²,

\[
|\alpha_{\rm free}|=3.73\times10^{-8}\times20=7.5\times10^{-7}\ \text{eV nm},
\]

and the splitting is \(2\times7.5\times10^{-7}\times1.7=2.5\times10^{-6}\) eV.

The operator is sound; the wave function is the weak point. A plane wave has uniform density, and the spherically symmetric field of a nucleus points equally in all directions, so its contribution averages to zero. The strongest fields in the crystal have dropped out. They contribute only if the electron circulates around the nuclei.

### The same operator near a nucleus

In a central field \(\nabla V=V'(r)\,\mathbf r/r\), and \(\mathbf r\times\mathbf p=\hbar\mathbf L\) with \(\mathbf L\) dimensionless. Using \(\boldsymbol\sigma=2\mathbf S\),

\[
H_{\rm so}=\lambda\frac{V'}{r}\,\boldsymbol\sigma\cdot\mathbf L
=2\lambda\frac{V'}{r}\,\mathbf L\cdot\mathbf S .
\]

Within one p shell the radial average gives

\[
H_{\rm so}=\xi\,\mathbf L\cdot\mathbf S,\qquad
\xi=2\lambda\left\langle\frac{V'}{r}\right\rangle .
\]

I evaluated this for the nonrelativistic 6p function of a model atom: nuclear charge 79, Molière screening, and a \(-1/r\) tail in atomic units. The result is \(\xi=0.87\) eV. Of this, 99.8 percent comes from within 0.02 nm of the nucleus, where the electron is found with a probability of only 0.5 percent. The rare visits to the core supply almost the whole coupling.

This does not yet split the surface band. A pure \(p_z\) state has \(\langle\mathbf L\rangle=0\), so \(\xi\mathbf L\cdot\mathbf S\) has no first-order effect on it. The surface must give the band an orbital moment.

### How the surface opens a new hopping path

The Petersen-Hedegård model places \(p_x,p_y,p_z\) orbitals on a triangular layer with nearest-neighbour distance \(a\). Here the orbitals are orthogonal, their site energies are equal and set to zero, and hopping reaches nearest neighbours.

Consider the matrix element between \(p_z\) at the origin and \(p_j\), \(j=x,y\), at an in-plane neighbour \(\mathbf R\). The product of the two orbitals is odd in \(z\). If the potential is even in \(z\), the integral vanishes. A surface potential \(Fz\) makes the integrand even and permits the hopping.

Its size can be estimated with Gaussian orbitals. Let

\[
g(\mathbf r)=\left(\frac{2\beta}{\pi}\right)^{3/4}e^{-\beta r^2},\qquad
p_j(\mathbf r)=2\sqrt\beta\,r_j\,g(\mathbf r).
\]

The density \(g^2\) has variance \(1/(4\beta)\) along each axis, which normalizes \(p_j\). Completing the square, \(r^2+|\mathbf r-\mathbf R|^2=2|\mathbf r-\mathbf R/2|^2+a^2/2\), so

\[
g(\mathbf r)\,g(\mathbf r-\mathbf R)=S\,g^2(\mathbf r-\mathbf R/2),\qquad S=e^{-\beta a^2/2}.
\]

In this midpoint density \(\langle z^2\rangle=1/(4\beta)\) and \(\langle r_j-R_j\rangle=-R_j/2\). Therefore

\[
\langle p_z,0|Fz|p_j,\mathbf R\rangle
=4\beta FS\,\frac{1}{4\beta}\left(-\frac{R_j}{2}\right)
=\gamma\hat R_j,\qquad \gamma=-\frac{FaS}{2}.
\]

The hopping is odd in \(\mathbf R\). For real orbitals, translation then gives \(\langle p_j,0|H|p_z,\mathbf R\rangle=-\gamma\hat R_j\).

For a Bloch state the six neighbours are summed. Terms from \(\mathbf R\) and \(-\mathbf R\) combine into a sine:

\[
H_{zj}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\gamma\hat R_j
=i\gamma\sum_{\mathbf R}\hat R_j\sin(\mathbf k\cdot\mathbf R)
\simeq i\gamma a\sum_{\mathbf R,l}\hat R_j\hat R_lk_l .
\]

The directions lie 60° apart, so \(\sum_{\mathbf R}\hat R_j\hat R_l=3\delta_{jl}\). Thus, for small \(k\),

\[
H_{zj}=3ia\gamma k_j .
\]

The energy separation at \(k=0\) is also needed. Every neighbour contributes \(V_\pi\) to the \(p_z\) band, so \(E_z=6V_\pi\). For \(p_x\),

\[
E_p=\sum_{\mathbf R}\left[V_\pi+(V_\sigma-V_\pi)\hat R_x^2\right]=3(V_\sigma+V_\pi),
\]

and \(p_y\) gives the same. Hence

\[
\Delta=E_z-E_p=3(V_\pi-V_\sigma).
\]

### From hopping to orbital moment to spin splitting

First leave out spin-orbit coupling. To first order in \(k\), the \(p_z\)-like state is \(|z\rangle+c_x|x\rangle+c_y|y\rangle\), with

\[
c_j=\frac{H_{jz}}{\Delta}=-\frac{3ia\gamma k_j}{\Delta}.
\]

The factor \(i\) matters: a real mixture of p orbitals is merely a tilted p orbital, whereas an imaginary one circulates. From \((L_i)_{jl}=-i\epsilon_{ijl}\) one has \(\langle z|L_x|y\rangle=i\) and \(\langle z|L_y|x\rangle=-i\), so

\[
\langle L_x\rangle=2\,{\rm Re}(ic_y)=\frac{6a\gamma k_y}{\Delta},\qquad
\langle L_y\rangle=2\,{\rm Re}(-ic_x)=-\frac{6a\gamma k_x}{\Delta}.
\]

To this order \(\langle L_z\rangle=0\). The moment lies in the surface, perpendicular to \(\mathbf k\), and reverses with \(\mathbf k\).

Now add \(\xi\mathbf L\cdot\mathbf S=(\xi/2)\mathbf L\cdot\boldsymbol\sigma\) to first order in \(\xi\):

\[
\frac{\xi}{2}\langle\mathbf L\rangle\cdot\boldsymbol\sigma
=\frac{3a\gamma\xi}{\Delta}(k_y\sigma_x-k_x\sigma_y),
\qquad
\boxed{\alpha=\frac{3a\gamma\xi}{\Delta}}\quad(\xi\ll|\Delta|).
\]

So \(\alpha\) is not simply the product of atomic strength and surface hopping. The lattice constant enters because the hopping phase is \(\mathbf k\cdot\mathbf R\), and the energy denominator because the orbitals must mix.

Both ingredients are necessary. With \(\xi=0\) nothing distinguishes the spins. With \(\gamma=0\) every remaining hopping is even in \(\mathbf R\), so \(H(-\mathbf k)=H(\mathbf k)\); together with time reversal this leaves each level doubly degenerate.

### When spin-orbit coupling is not small

The linear term in \(k\) can be found without expanding in \(\xi\). Label the orbitals by \(L_z\): \(|0\rangle=|z\rangle\) and \(|\pm1\rangle=\mp(|x\rangle\pm i|y\rangle)/\sqrt2\). At \(k=0\), use

\[
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+).
\]

Because \(L_+|0\rangle=\sqrt2|{+1}\rangle\), the state \(|0\uparrow\rangle\) couples only to \(|{+1}\downarrow\rangle\), with strength \(\xi/\sqrt2\). The latter has energy \(E_p-\xi/2\). The problem is the matrix

\[
\begin{pmatrix}E_z&\xi/\sqrt2\\ \xi/\sqrt2&E_p-\xi/2\end{pmatrix},
\]

whose levels are separated by

\[
D=\sqrt{(\Delta+\xi/2)^2+2\xi^2}.
\]

Write one eigenstate as \(|A\rangle=\cos\varphi|0\uparrow\rangle+\sin\varphi|{+1}\downarrow\rangle\). Its degenerate partner has the same coefficients, \(|B\rangle=\cos\varphi|0\downarrow\rangle+\sin\varphi|{-1}\uparrow\rangle\), and \(|\sin2\varphi|=\sqrt2\,\xi/D\).

The surface hopping conserves spin, so its diagonal elements in this pair vanish. With \(k_-=k_x-ik_y\),

\[
\langle0|H|{-1}\rangle=\langle{+1}|H|0\rangle=\frac{3ia\gamma k_-}{\sqrt2},
\]

and both paths add:

\[
\langle A|H|B\rangle=2\sin\varphi\cos\varphi\,\frac{3ia\gamma k_-}{\sqrt2}
=\frac{3a\gamma\sin2\varphi}{\sqrt2}\,ik_- .
\]

The corresponding element of \(\alpha(k_y\sigma_x-k_x\sigma_y)\) is \(\alpha(k_y+ik_x)=i\alpha k_-\). Hence

\[
|\alpha|=\frac{3a|\gamma|\xi}{\sqrt{(\Delta+\xi/2)^2+2\xi^2}} .
\]

For small \(\xi\) this returns the boxed result. For \(\xi\gg|\Delta|\) the root tends to \(3\xi/2\), and \(|\alpha|\) tends to \(2a|\gamma|\). A stronger atomic coupling then no longer helps: the weights of the two orbitals in each eigenstate have settled at 1/3 and 2/3, independent of \(\xi\), and the surface hopping sets the scale. For \(\Delta<0\) the largest value, \(3a|\gamma|/\sqrt2\), occurs at \(\xi=2|\Delta|\), where the mixing is equal.

### Numbers in the regime of Au(111)

Take rough round values: \(a=0.29\) nm, \(V_\sigma=2.0\) eV, \(V_\pi=-1.2\) eV and an orbital rms radius of 0.20 nm. For the Gaussian p orbital \(\langle r^2\rangle=5/(4\beta)\), which gives \(\beta=31.25\) nm⁻² and \(S=0.269\). Then

\[
\gamma=-\frac{20\times0.29\times0.269}{2}=-0.78\ \text{eV},\qquad
\Delta=3(-1.2-2.0)=-9.6\ \text{eV}.
\]

At \(k=1.7\) nm⁻¹ the linear formula gives an orbital moment of

\[
|\langle\mathbf L\rangle|=\frac{6\times0.29\times0.78\times1.7}{9.6}=0.24 .
\]

Diagonalization without spin-orbit coupling gives 0.248. A quarter of a unit of angular momentum is enough, as the coefficient shows:

\[
\alpha=\frac{3\times0.29\times(-0.78)\times0.87}{-9.6}=0.061\ \text{eV nm}.
\]

The formula with the root gives 0.064 eV nm, or 0.088 Ry bohr, and the slope of the diagonalized bands agrees. The linear law then predicts a splitting of \(2\times0.064\times1.7=0.217\) eV. The full bands give 0.224 eV, the same to this accuracy along a neighbour direction and perpendicular to it.

The model splitting exceeds the free-electron one by a factor of about \(9\times10^4\). To see where this comes from, insert \(\gamma=-FaS/2\) and \(\xi=2\lambda\langle V'/r\rangle\) into the small-\(\xi\) formula:

\[
\frac{|\alpha|}{\lambda F}=\frac{3Sa^2}{|\Delta|}\left\langle\frac{V'}{r}\right\rangle .
\]

Both \(F\) and \(\lambda\) cancel. The surface field is equally strong in the two descriptions, and both effects are of order \(1/c^2\). What differs is the field that acts on the spin. Here

\[
\left\langle\frac{V'}{r}\right\rangle=\frac{\xi}{2\lambda}=\frac{0.87}{2\times3.73\times10^{-8}}=1.2\times10^7\ \text{eV/nm}^2 .
\]

Multiplied by the orbital moment 0.248, this is about \(2.9\times10^6\) eV/nm². The free-electron estimate has \(Fk=20\times1.7=34\) eV/nm² in the same place. Their ratio is the enhancement.

The nucleus can be changed while the lattice parameters and \(F\) stay fixed. A 5p function in the same kind of screened potential with charge 47 has \(\xi=0.26\) eV, which lowers the leading-order \(\alpha\) from 0.061 to 0.019 eV nm. The free-electron estimate does not change at all, since it contains no nucleus.

### How far the number can be trusted

The largest omission that I have sized is the s orbital. The surface field mixes it with \(p_z\) on the same site:

\[
M=\langle s|Fz|p_z\rangle=2\sqrt\beta\,F\,\frac1{4\beta}=\frac{F}{2\sqrt\beta}=1.79\ \text{eV}.
\]

The \(p_z\) state acquires an s amplitude \(M/(E_z-E_s)\), and s hops to \(p_j\) with \(3iaV_{sp}k_j\). For weak mixing this acts as an additional hopping

\[
\gamma_s=\frac{MV_{sp}}{E_z-E_s}.
\]

Take an s site energy of \(-6\) eV, \(V_{ss}=-1.0\) eV and \(V_{sp}=1.5\) eV. Then \(E_s=-6-6=-12\) eV, \(E_z=-7.2\) eV, and \(\gamma_s=1.79\times1.5/4.8=0.56\) eV. This opposes the direct hopping of \(-0.78\) eV. The mixing is not weak, so I diagonalized the bands with the s orbital included: \(|\alpha|\) falls to 0.022 eV nm, about a third of its former value. This keeps only the on-site mixing. The field also couples s to \(p_z\) on each neighbour, with \(MS=0.48\) eV. Kept in the orthogonal model, this raises the mixing at \(k=0\) to \(M(1+6S)=4.67\) eV and turns \(\alpha\) to about \(-0.012\) eV nm; dividing by the Bloch norm \(1+6S\), common to s and \(p_z\), would return it to \(M\).

The net hopping is thus uncertain by a large factor, and even in sign: raising \(V_{sp}\) from 1.5 to 2.5 eV takes \(\alpha\) through zero and reverses it. The large enhancement nevertheless survives unless the two routes cancel almost exactly. Even the reduced value is \(3\times10^4\) times the free-electron one. To bring the p-orbital result down to \(7.5\times10^{-7}\) eV nm, the net hopping would have to be about \(10^{-5}\) eV, which requires the two routes to cancel to about one part in \(10^5\).

Set beside real Au(111), the p-only splitting of 0.22 eV is about twice the rough observed 0.1 eV. The computed \(\xi\) is too large: the 6p splitting of the free gold atom corresponds to roughly 0.3 eV. The model atom also binds its 6p electron by 6.1 eV, against roughly 4 eV in reality, and this overbinding, which draws too much of the orbital into the core, explains much of the excess but not all of it. The nonrelativistic 6p function is itself a rough approximation at nuclear charge 79: a relativistic one in the same potential gives a still larger splitting. With \(\xi=0.3\) eV and all else fixed, the leading-order formula gives \(\alpha\approx0.02\) eV nm and a splitting near 0.07 eV. Including the s orbital as well lowers the splitting to about 0.025 eV, a quarter of the observed value. The effective mass of the p-only model, 0.37 electron masses, is also above the roughly 0.25 of the real state; with the s orbital included it is 0.27. Orbital overlap, neglected above, is not small: the Bloch norms at \(k=0\) are 2.61 for \(p_z\) and 0.49 for \(p_x\). They multiply \(\gamma\), and the atomic spin-orbit element between \(p_z\) and the in-plane orbitals, by \(1/\sqrt{2.61\times0.49}\approx0.88\) each. That lowers \(\alpha\) only if \(\Delta\) is held fixed; with the hopping integrals held fixed instead, \(\Delta\) becomes \(-7.6\) eV and the p-only \(\alpha\) rises by about 5 percent. The potential \(Fz\) was also assumed to hold across the whole orbital. If the potential instead rises by 5 eV over 0.25 nm and is flat outside, \(|\gamma|\) falls from 0.78 to 0.65 eV with the atom at the middle of the rise, and to 0.39 eV with the atom at its foot. The d orbitals and the deeper layers, into which the real surface state extends, are absent and have not been sized. Taken together, the smaller \(\xi\), the on-site s mixing, the overlap at fixed \(\Delta\) and the finite step leave a splitting of about 0.012 eV with the atom at the middle of the rise and 0.006 eV at its foot, roughly a tenth of that observed; with the neighbour s–\(p_z\) term it is about 0.02 eV with the opposite sign. The model therefore shows how a splitting thousands of times the free-electron one can arise, but it does not establish the size measured on Au(111). That needs a calculation of the full surface. The values of the main calculation are in the numerical output below.

## Table of computed values

```
Half reduced Compton length: 1.9308e-04 nm
Thomas coefficient lam: 3.7280e-08 nm^2
Screened atom, charge 79, 6p energy: -6.06 eV
Its rms radius: 0.186 nm
Atomic strength xi, charge 79, 6p: 0.8688 eV
Control xi, charge 47, 5p: 0.2644 eV
Core radius for the next two lines: 0.02 nm
Share of xi from inside it: 99.78 percent
Probability inside it: 0.488 percent
Lattice constant a: 0.29 nm
Surface gradient F: 20.0 eV/nm
Model orbital rms radius: 0.20 nm
Gaussian exponent beta: 31.25 nm^-2
Gaussian overlap S: 0.2687
Surface hopping gamma: -0.7793 eV
V_sigma: 2.0 eV
V_pi: -1.2 eV
Delta at zone centre: -9.60 eV
Effective mass / electron mass: 0.369
Wave number k: 1.7 nm^-1
Orbital moment at k, oblique direction: 0.2479 hbar
Alpha, leading order: 0.06136 eV nm
Alpha, all orders in xi: 0.06369 eV nm
Alpha magnitude from diagonalization: 0.06369 eV nm
Alpha magnitude, Rydberg units: 8.847e-02 Ry bohr
Alpha, Thomas estimate: -7.456e-07 eV nm
Enhancement, magnitude: 8.543e+04
Factor (a / half Compton length)^2: 2.256e+06
Factor xi / root: 0.09394
Linear-law splitting 2 alpha k: 0.2166 eV
Full splitting at k, neighbour direction: 0.2236 eV
Full splitting at k, perpendicular to it: 0.2236 eV
Thomas splitting at k: 2.535e-06 eV
Gamma that would only match Thomas: 9.470e-06 eV
Overlap correction factor on gamma: 0.881
s site energy relative to p: -6.0 eV
V_ss: -1.0 eV
V_sp: 1.5 eV
On-site s-pz mixing M: 1.789 eV
E_z - E_s at zone centre: 4.80 eV
Hopping by the s route, weak-mixing formula: 0.559 eV
Alpha magnitude with s orbital and M: 0.02186 eV nm
Enhancement with s orbital and M: 2.932e+04
Thermal energy at 300 K: 0.0259 eV
```
